Height variance and roughness in random deposition without diffusion

**Problem**

A film grows on a flat lattice of columns. Atoms arrive at random, and each one stays on top of the column on which it lands. There is no surface diffusion, no desorption and no overhang. Every column has the same arrival rate F(t), whatever its height and whatever its neighbours have received. The height h of a column is the number of atoms in it, that is, its height in monolayers (ML). The mean deposited thickness, also in monolayers, is

θ = ∫₀ᵗ F(t′) dt′.

(a) Show that the variance of h is numerically equal to θ, for a steady or a varying flux.

(b) Find the full distribution of column heights and examine the limit of a very thin film.

(c) A measurement or simulation sees one surface with N columns and takes the variance about that surface's own mean height. How does the result of (a) change, and how much does it scatter from one surface to the next?

(d) The flux is 0.10 ML/s for 1000 s and the layer spacing is 0.25 nm. Find the rms roughness in monolayers and in nanometres.

(e) What happens to the law if the arrival rate differs between columns, or if an arriving atom can move to a lower neighbour?

**Solution**

**(a) The variance of one column**

The rate F has this meaning: in a short time dt a column receives one atom with probability F dt, independently of everything that happened before. The chance of two arrivals is of order dt² and drops out as dt → 0.

Let P_h(t) be the probability that a column has height h. A column enters the state h when an atom lands on a column of height h − 1, and leaves it when an atom lands on a column of height h. Hence

dP_h/dt = F (P_{h−1} − P_h),

with P_{−1} = 0, and with P_0 = 1 at t = 0 because the starting surface is flat.

For the mean height ⟨h⟩ = Σ h P_h, multiply the rate equation by h and sum over all h:

d⟨h⟩/dt = F [ Σ h P_{h−1} − Σ h P_h ].

In the first sum put h = k + 1, so that it becomes Σ (k + 1) P_k = ⟨h⟩ + 1, since the probabilities add up to one. The second sum is ⟨h⟩. Therefore

d⟨h⟩/dt = F.

Since ⟨h⟩ starts at zero, ⟨h⟩ = θ, as the definition of θ requires.

For the mean square, multiply by h² and shift the index in the same way:

d⟨h²⟩/dt = F [ Σ (k + 1)² P_k − Σ k² P_k ]
= F Σ (2k + 1) P_k
= F (2⟨h⟩ + 1).

The variance is Var(h) = ⟨h²⟩ − ⟨h⟩². Its time derivative is

dVar(h)/dt = d⟨h²⟩/dt − 2⟨h⟩ d⟨h⟩/dt
= F (2⟨h⟩ + 1) − 2⟨h⟩F
= F.

The terms containing ⟨h⟩ cancel. The variance and the mean grow at the same rate and both start at zero, so

Var(h) = ⟨h⟩ = θ.

At no point was F taken to be constant. A flux that is ramped or interrupted gives the same variance as a steady one, provided that the total dose is the same.

The equality is one between numbers. The variance is in ML² and the thickness in ML, and they agree because one atom raises a column by one unit. With a layer spacing a, the height as a length is z = ah, and

Var(z) = a² Var(h) = a²θ = a⟨z⟩.

The extra factor a restores the dimensions. It also shows that, for a given film thickness in nanometres, this model gives a rougher film when the film is built from larger steps.

The rms roughness is the square root of the variance:

w = √θ (in ML).

The roughness keeps growing, but more slowly than the film. Four times the thickness gives twice the roughness, and the relative roughness w/θ = 1/√θ falls.

**(b) The distribution of heights**

Since dθ = F dt, the thickness can replace time as the variable:

dP_h/dθ = P_{h−1} − P_h.

For h = 0 this reads dP_0/dθ = −P_0, so P_0 = e^{−θ}. Each further equation is a first-order linear equation driven by the one before it, so the solution is unique. It is the Poisson distribution

P_h = e^{−θ} θ^h / h!.

To check it, differentiate the product for h ≥ 1:

dP_h/dθ = −e^{−θ} θ^h / h! + e^{−θ} h θ^{h−1} / h!
= −P_h + e^{−θ} θ^{h−1} / (h − 1)!
= −P_h + P_{h−1}.

At θ = 0 it gives P_0 = 1 and all other P_h = 0, as required.

In a very thin film, θ ≪ 1, nearly all columns hold either no atom or one. To first order in θ, P_0 ≈ 1 − θ and P_1 ≈ θ. Then ⟨h²⟩ ≈ θ, while ⟨h⟩² = θ² is of higher order, so the variance is again θ.

After one monolayer the difference from ordered growth is already plain. A fraction P_0 = 1/e of the columns is still bare, although enough atoms have arrived to cover them all. Compare this with perfect layer-by-layer growth, in which each layer is completed before the next begins. If a fraction f of the top layer is filled above m complete layers, the heights are m + 1 with weight f and m with weight 1 − f. Measured from m, the mean is f and the mean square is also f, so

Var(h) = f − f² = f(1 − f).

This never exceeds 1/4 ML² and returns to zero at each completed layer. Random deposition has no such return, because nothing directs an atom to an unfilled place.

**(c) One surface with N columns**

The variance in (a) refers to one column over many repeated depositions. On a single surface one measures instead

w² = (1/N) Σ_i (h_i − h̄)², with h̄ = (1/N) Σ_i h_i.

From here on w² denotes this measured quantity, which varies from run to run.

*Fixed duration.* The columns are independent, each with variance θ. The mean height h̄ then has variance Nθ/N² = θ/N. The covariance of h_i with h̄ comes only from the term h_i/N contained in h̄, and is also θ/N. Thus

Var(h_i − h̄) = Var(h_i) + Var(h̄) − 2 Cov(h_i, h̄)
= θ + θ/N − 2θ/N
= θ (1 − 1/N).

Because h_i − h̄ has zero mean, this is also the mean of its square, and so

⟨w²⟩ = θ (1 − 1/N).

The surface's own mean follows part of the fluctuation of its columns, which makes the measured variance slightly too small. With N = 1 there is nothing to compare and w² = 0. With N = 2 half of the variance is lost. For large N the result of (a) returns.

The same argument applies to a window of M columns cut from a larger surface, with M in place of N. Independent columns have no lateral correlation, so once M is large the roughness does not depend on the size of the window. This assumes that each column is resolved. A probe that averages over K columns sees a variance of θ/K, so an average over 4 × 4 columns at 100 ML gives 2.5 ML instead of 10 ML.

*Fixed number of atoms.* A simulation often deposits a chosen number n of atoms, each on a column picked uniformly at random. Now h̄ = n/N = θ has no scatter. Let C be the number of pairs of atoms that share a column. A column of height h_i contains h_i(h_i − 1)/2 pairs, so

2C = Σ_i h_i² − Σ_i h_i = Σ_i h_i² − n.

Hence Σ_i h_i² = n + 2C, and

w² = (n + 2C)/N − (n/N)².

There are n(n − 1)/2 pairs, and each shares a column with probability 1/N, so ⟨2C⟩ = n(n − 1)/N. This gives

⟨w²⟩ = n/N + n(n − 1)/N² − n²/N²
= n/N − n/N²
= θ (1 − 1/N),

the same expectation as for fixed duration.

*Scatter between surfaces.* For a fixed number of atoms, the pair count also gives the scatter. Give each pair the value 1 if its atoms share a column and 0 if they do not. The variance of this value is (1/N)(1 − 1/N) = (N − 1)/N².

The values of any two different pairs are independent. This is clear if the pairs have no atom in common. If they share an atom, both values are 1 only when three atoms lie in one column. That has probability 1/N², which is the product of the two separate probabilities. The variances of all the pairs therefore add:

Var(C) = [n(n − 1)/2] (N − 1)/N².

In w² only the term 2C/N fluctuates, so

Var(w²) = (4/N²) Var(C) = 2n(n − 1)(N − 1)/N⁴.

Dividing by ⟨w²⟩² = n²(N − 1)²/N⁴ gives the squared relative scatter,

Var(w²)/⟨w²⟩² = 2(n − 1)/[n(N − 1)] ≈ 2/N

for many atoms and many columns. The relative standard deviation of w² is then about √(2/N). For a fixed number of atoms, once n is large, it is set by the number of columns, and depositing a thicker film does not reduce it.

At fixed duration n itself fluctuates, with variance Nθ, because it is the sum of N independent column heights. For a given n the expected w² is n(N − 1)/N², so this fluctuation adds Nθ(N − 1)²/N⁴ to Var(w²). Divided by ⟨w²⟩² = θ²(N − 1)²/N², the addition to the squared relative scatter is 1/(Nθ). It matters for thin films and is small beside 2/N when θ ≫ 1.

A small case can be counted in full. Six atoms on three columns can be placed in 3⁶ = 729 sequences, with θ = 2 ML. The formulas give

⟨w²⟩ = 2 × (1 − 1/3) = 4/3 ML²,

Var(w²) = 2 × 6 × 5 × 2/81 = 40/27 ML⁴.

Enumerating all the sequences gives the same two fractions.

**(d) The film of 100 monolayers**

The mean thickness is

θ = 0.10 ML/s × 1000 s = 100 ML.

The variance is therefore 100 ML², and

w = √100 = 10 ML.

As lengths, the film thickness and its roughness are

⟨z⟩ = 100 × 0.25 nm = 25 nm,

w_z = 10 × 0.25 nm = 2.5 nm.

The relative roughness is 10/100 = 10 %. According to the Poisson distribution, 71 % of the columns have heights from 90 to 110 ML, both ends included. The other 29 % lie more than one rms roughness from the mean.

Numerical integration of the rate equations in (a) gives a mean of 100.0000 ML and a variance of 100.0000 ML². With a flux that rises linearly from zero to the same total dose, one quarter of the dose has arrived at half the duration. Mean and variance are then both 25.0000 in their units, as expected for a law that depends on dose alone.

A simulated surface of 256 × 256 = 65536 columns shows what a single sample gives. The finite-size factor lowers the expected variance only to 99.9985 ML². The scatter matters far more: √(2/65536) is about 0.55 %, or 0.55 ML² at this thickness. The simulated variance is 100.26 ML², which is 0.26 ML² above expectation and about half a standard deviation. Its square root is 10.01 ML.

The same surface, examined as it grew, had these variances:

1 ML: 0.998 ML²
4 ML: 3.97 ML²
25 ML: 25.04 ML²
50 ML: 50.09 ML²

Each lies within 1.5 predicted standard deviations of its expected value. These are successive stages of one film, so they are not independent samples.

**(e) When the law changes**

*Unequal flux.* Suppose that column i has its own mean dose θ_i, with the arrivals still independent. From (a), ⟨h_i²⟩ = θ_i + θ_i². Choose a column at random and let an overbar denote the average over columns. The mean height is θ̄, and the variance is

Var(h) = avg(θ_i) + avg(θ_i²) − θ̄²
= θ̄ + Var(θ_i).

The first term is the randomness of arrival and the second is the unevenness of the source. If the standard deviation of θ_i is a fixed fraction s of the mean dose, the second term is s²θ̄². It grows faster than the first and overtakes it at θ̄ = 1/s². For s = 10 % this happens at 100 ML, where the variance would be twice the value found in (d).

*Arrival that depends on the surface.* Let r_i be the rate at which column i gains atoms, given the present heights of all columns. The moment equations keep their form, but r_i must stay inside the averages:

d⟨h_i⟩/dt = ⟨r_i⟩,

d⟨h_i²⟩/dt = ⟨r_i (2h_i + 1)⟩.

Subtracting 2⟨h_i⟩⟨r_i⟩ from the second line gives

dVar(h_i)/dt = ⟨r_i⟩ + 2[⟨r_i h_i⟩ − ⟨r_i⟩⟨h_i⟩]
= ⟨r_i⟩ + 2 Cov(r_i, h_i).

In random deposition r_i = F whatever the heights are, so the covariance is zero and the law of (a) follows. If low columns gain atoms faster than high ones, the covariance is negative and the variance grows more slowly than the thickness. If high columns gain faster, for example because they shade their neighbours from an oblique flux, it grows more quickly.

A single downhill move is enough to show the effect. Take a ring of 256 columns and deposit 100 ML, letting each arriving atom step once to a neighbouring column if that column is lower (to the lower of the two if both are, with ties broken at random). A column with a lower neighbour then passes its own arrivals on, while a column lower than both neighbours keeps its own and may collect some of theirs. In one run the variance across the ring was 5.5 ML². This value scatters from run to run: over many rings it averages about 4 ML², with a standard deviation of about 1.3 ML².

With the same sequence of arrivals and no downhill move, the variance was 113 ML². The expected value there is 100 × (1 − 1/256) = 99.6 ML² with a standard deviation of 8.8 ML², so this ring lies about 1.5 standard deviations high. That is ordinary scatter for so few columns, and it is small beside the roughly twentyfold reduction produced by the move. That factor is not a constant of the rule. On the ring it grows with thickness, from about 2.4 at 1 ML to about 7 at 10 ML and about 24 at 100 ML on average. On a square lattice with four neighbours the same move leaves only about 0.6 ML² at 100 ML.

The figure of 10 ML therefore belongs to atoms that stay where they land. It implies that neighbouring columns, each one atom wide, differ in height by about 11 ML (2.8 nm) on average, so it is a limiting case and not a prediction for a real film. Ruling out diffusion after an atom has settled is not enough for this: the model also requires that an atom landing at the edge of a high column does not slide to a lower place as it lands. Where atoms move downhill after landing, the film can be much smoother, as the ring shows. The numerical output below lists the results of the calculations.

Computed values

```
flux per site: 0.10 ML/s
duration: 1000 s
mean thickness theta: 100.0 ML
layer spacing: 0.25 nm
lattice: 256 x 256 = 65536 columns
atoms deposited: 6553600
Rate equations, constant flux
  mean height: 100.0000 ML
  height variance: 100.0000 ML^2
  rms roughness: 10.0000 ML
  relative roughness w/theta: 0.1000
  fraction of columns within 10 ML of mean: 0.7065
Rate equations, ramped flux, at half the duration
  mean height: 25.0000 ML
  height variance: 25.0000 ML^2
Two columns, expected w2 at theta: 50.0000 ML^2
Tiny lattice: 3 columns, 6 atoms, 729 sequences
  mean of w2: 4/3 ML^2
  variance of w2: 40/27 ML^4
Simulated surface: thickness, w2, predicted scatter of w2
     1 ML     0.9980 ML^2  0.0055 ML^2
     4 ML     3.9679 ML^2  0.0221 ML^2
    25 ML    25.0444 ML^2  0.1381 ML^2
    50 ML    50.0916 ML^2  0.2762 ML^2
   100 ML   100.2607 ML^2  0.5524 ML^2
  expected w2 at theta: 99.9985 ML^2
  simulated roughness at theta: 10.0130 ML
  simulated fraction within 10 ML: 0.7078
Ring of 256 columns at theta
  w2, atoms stick where they land: 112.75 ML^2
  predicted scatter of that w2: 8.82 ML^2
  w2, one move to a lower neighbour: 5.54 ML^2
Film thickness: 25.00 nm
Rms roughness: 2.500 nm
```
